# Plane-wave cutoff and kinetic-energy preconditioning in conjugate-gradient eigensolvers

**Question.** An electronic orbital in a smooth potential soon stops changing as plane waves are added. Why, then, does a conjugate-gradient eigensolver without preconditioning need more iterations, roughly as the square root of the plane-wave cutoff, and why does dividing the gradient by a kinetic energy largely remove this growth?

**Stiff and soft directions**

Take a fixed Hamiltonian \(H=T+V\) at the zone centre of a periodic cell. The kinetic energy is diagonal, \(T_G=\hbar^2G^2/2m\le E_{\rm cut}\), and the local potential is bounded, \(v_{\min}\le V\le v_{\max}\). Coefficients are real. The eigenvalues are \(\varepsilon_1<\varepsilon_2\le\dots\le\varepsilon_{\max}\), and \(g=\varepsilon_2-\varepsilon_1\). The solver minimizes the Rayleigh quotient \(E(x)=\langle x|H|x\rangle/\langle x|x\rangle\).

Put \(x=\psi_1+s\,e\), with \(e\) a unit vector orthogonal to \(\psi_1\). The cross terms vanish because \(H\psi_1=\varepsilon_1\psi_1\), so

\[
E-\varepsilon_1=\frac{\varepsilon_1+s^2\langle e|H|e\rangle}{1+s^2}-\varepsilon_1
=\frac{s^2\langle e|H-\varepsilon_1|e\rangle}{1+s^2}.
\]

Near the minimum the energy is a quadratic bowl with curvature \(2(\varepsilon_j-\varepsilon_1)\) along eigenvector \(j\). The softest curvature is set by \(g\), a property of the physical system. The stiffest is set by the basis: the highest plane wave, used as a trial vector, gives \(\varepsilon_{\max}\ge T_{\max}+v_{\min}\), while \(V\le v_{\max}\) gives \(\varepsilon_{\max}\le T_{\max}+v_{\max}\). With \(\Lambda=\varepsilon_{\max}-\varepsilon_1\), the condition number

\[
\kappa=\frac{\Lambda}{g}
\]

therefore grows linearly with the cutoff once \(E_{\rm cut}\) is large compared with the potential.

Descent with a fixed step \(\alpha\) multiplies each error component by \(1-\alpha\lambda_j\), where \(\lambda_j=\varepsilon_j-\varepsilon_1\). Stability at the stiff end requires \(\alpha<2/\Lambda\), so a soft component loses at most a fraction \(2g/\Lambda\) per step. The number of steps is then proportional to \(\kappa\). Added plane waves hardly alter the answer, but they force short steps.

**Why conjugate gradients give a square root**

Freeze the quadratic: let \(A=H-\varepsilon_1\) act on the complement of \(\psi_1\), and minimize \(\Phi(e)=\langle e|A|e\rangle\). The residual is \(r_n=-Ae_n\), the first direction is \(d_0=r_0\), and each step is \(e_{n+1}=e_n+\alpha_nd_n\), with \(\alpha_n\) minimizing \(\Phi\). If the directions satisfy \(\langle d_i|A|d_j\rangle=0\) for \(i\ne j\), then

\[
\Phi\Big(e_0+\sum_j\alpha_jd_j\Big)=\Phi(e_0)+\sum_j\big[2\alpha_j\langle d_j|A|e_0\rangle+\alpha_j^2\langle d_j|A|d_j\rangle\big].
\]

The sum separates, so successive line minimizations give the joint minimum over all directions used. There \(r_n\) is orthogonal to all earlier directions, hence to all earlier residuals. Since \(Ad_j=(r_j-r_{j+1})/\alpha_j\), it follows that \(\langle r_n|A|d_j\rangle=0\) for \(j\le n-2\). The choice \(d_n=r_n+\beta_nd_{n-1}\), with one number \(\beta_n\), therefore suffices to keep the directions conjugate.

The directions span \(r_0,Ar_0,\dots,A^{n-1}r_0\). Thus \(e_n=p(A)e_0\), where \(p\) has degree \(n\), \(p(0)=1\), and is the choice that minimizes \(\Phi\). With \(c_j\) the components of \(e_0\),

\[
\Phi(e_n)=\sum_j\lambda_jp(\lambda_j)^2c_j^2\le\max_{g\le\lambda\le\Lambda}q(\lambda)^2\,\Phi(e_0)
\]

for any trial polynomial \(q\) of degree \(n\) with \(q(0)=1\). Use the Chebyshev polynomial, defined by \(T_n(\cos\theta)=\cos n\theta\) and hence \(T_n(\cosh u)=\cosh nu\):

\[
q(\lambda)=\frac{T_n\!\left(\frac{\Lambda+g-2\lambda}{\Lambda-g}\right)}{T_n\!\left(\frac{\kappa+1}{\kappa-1}\right)} .
\]

Its numerator stays between \(-1\) and 1 on \([g,\Lambda]\). No other choice has a smaller maximum: the difference between \(q\) and a better polynomial would change sign between the \(n+1\) alternating extrema of \(q\), giving \(n\) zeros, and would vanish at \(\lambda=0\) too. That is too many zeros for degree \(n\).

Setting \(\cosh u_0=(\kappa+1)/(\kappa-1)\) gives \(e^{u_0}=(\sqrt\kappa+1)/(\sqrt\kappa-1)\), so \(u_0\approx2/\sqrt\kappa\) for large \(\kappa\). The energy error is reduced at least by \(1/\cosh^2(nu_0)\approx4e^{-2nu_0}\). A reduction by the factor \(\delta\) is guaranteed after

\[
n\approx\frac{\sqrt\kappa}{4}\ln\frac4\delta\ \propto\ \sqrt{\frac{E_{\rm cut}}{g}} .
\]

This is an upper limit. To see why the growth is also hard to avoid, suppose that no component may be amplified, \(|p|\le1\) on all of \([0,\Lambda]\). Markov's inequality bounds the slope of such a polynomial by \(2n^2/\Lambda\), so

\[
1-p(g)\le\frac{2n^2g}{\Lambda}.
\]

Damping the soft component appreciably thus takes \(n\) of order \(\sqrt{\Lambda/g}\). A polynomial can turn down near the end of its interval at a rate proportional to \(n^2\), whereas \(n\) fixed steps give a fall proportional to \(n\); this is the origin of the square root.

The argument needs a spectrum dense enough to act like an interval, and an error that reaches its upper end. If the high eigenvectors are absent from \(e_0\), exact arithmetic never brings them in. Isolated low eigenvalues let the actual polynomial do better than the limit.

**What the kinetic preconditioner changes**

Let \(K=(T+\tau)^{-1}\), with a fixed energy \(\tau>0\), and write \(x=K^{1/2}y\). Descent in \(y\) follows \(-K^{1/2}Ax\), which in the original variable is \(-KAx\): the gradient is divided by \(T_G+\tau\). The energy is unchanged, but the curvatures are now given by

\[
(H-\varepsilon_1)x=\mu(T+\tau)x .
\]

At high \(G\) both sides are dominated by the same kinetic energy, so \(\mu\) approaches one. The stiff directions have been rescaled to ordinary ones.

Normalization confines changes to the complement of \(\psi_1\), with projector \(P\). This does not alter the nonzero \(\mu\): they are the nonzero eigenvalues of \(A^{1/2}PKPA^{1/2}\), and \(PA^{1/2}=A^{1/2}\) removes both projectors.

The claim can be made a bound. From above, \(H-\varepsilon_1\le T+b\) with \(b=v_{\max}-\varepsilon_1\). The ratio \((T_G+b)/(T_G+\tau)\) is at most one if \(b\le\tau\); otherwise it is largest at \(T_G=0\). Hence

\[
\mu_{\max}\le\max\left(1,\frac{v_{\max}-\varepsilon_1}{\tau}\right).
\]

From below, let \(w=\varepsilon_1-v_{\min}\), which is not negative because \(T\ge0\). On the complement of \(\psi_1\) two inequalities hold, \(A\ge g\) and \(A\ge T-w\). Weight them by \(1-\theta\) and \(\theta\):

\[
A\ge\theta T+(1-\theta)g-\theta w .
\]

The right side equals \(\theta(T+\tau)\) if \((1-\theta)g-\theta w=\theta\tau\), that is, \(\theta=g/(g+\tau+w)\). The second-lowest \(\mu\) is the largest minimum of \(\langle x|A|x\rangle/\langle x|T+\tau|x\rangle\) attainable by imposing one linear constraint on \(x\). The constraint \(x\perp\psi_1\) is one candidate, so \(\mu_2\ge\theta\), and

\[
\kappa_P=\frac{\mu_{\max}}{\mu_2}\le
\max\left(1,\frac{v_{\max}-\varepsilon_1}{\tau}\right)
\frac{g+\tau+\varepsilon_1-v_{\min}}{g}.
\]

The cutoff does not appear, except through \(\varepsilon_1\) and \(g\), which converge. The polynomial argument applies again with \(\kappa_P\) in place of \(\kappa\).

Free electrons make a simple limit. With \(V=0\), \(\mu=T_G/(T_G+\tau)\), so \(\kappa_P<(g+\tau)/g\) at any cutoff, while \(\kappa=T_{\max}/g\) grows without limit.

The value of \(\tau\) matters. If \(\tau\gg E_{\rm cut}\), \(K\) is nearly a constant and the plain method returns. If \(\tau\) is very small, the bound on \(\mu_{\max}\) becomes large. For a potential that is not constant, the bound on \(\kappa_P\) is smallest at \(\tau=v_{\max}-\varepsilon_1\), the depth of the level below the top of the potential: it falls as \(\tau\) rises towards this value and grows beyond it. The proof also needs a bounded \(V\); it does not cover a bare Coulomb singularity. Nor does preconditioning cure a small gap: every combination of \(\psi_1\) and \(\psi_2\) has \(\langle x|A|x\rangle\le g\langle x|x\rangle\), so \(\mu_2\le g/\tau\), which vanishes with \(g\).

**A model cell**

Consider a cubic cell of edge \(a=0.5\) nm containing one smooth well at the origin and two at \(\pm\mathbf d\), \(\mathbf d=(0.15,0.11,0.06)\) nm. With \(\mathbf G=2\pi\mathbf m/a\) and integer \(\mathbf m\), the Fourier coefficients are

\[
V_{\mathbf G}=-\frac{(2\pi)^{3/2}\sigma^3}{a^3}e^{-\sigma^2G^2/2}
\left[D_0+2D_1\cos(\mathbf G\cdot\mathbf d)\right],\quad |\mathbf m|^2\le6,
\]

where \(\sigma=0.08\) nm, \(D_0=50\) eV and \(D_1=40\) eV. Sampled on a grid, \(V\) runs from \(-50.62\) to 0.29 eV. From 400 eV upward, \(\varepsilon_1=-25.54\) eV and \(g=6.394\) eV to the digits given.

At 1600 eV the top eigenvalue, computed to a relative tolerance of \(10^{-3}\), is about 1589 eV, so

\[
\kappa\approx\frac{1589+26}{6.394}\approx253 .
\]

At 100 eV it is about 18. With \(\tau=20\) eV the bound for the preconditioned problem is

\[
\kappa_P\le\frac{0.29+25.54}{20}\times
\frac{6.394+20+(-25.54+50.62)}{6.394}=10.4,
\]

and the computed value is 6.1 at all five cutoffs.

Each solver step minimizes the energy over the current vector, the preconditioned gradient and the previous direction. It starts from random coefficients and stops at an energy error of \(10^{-7}\) eV. The previous direction is dropped once, when the error first falls below 0.1 eV, so that the late stage begins with steepest descent, as the theory assumes. Mean counts over three starts are:

| Cutoff (eV) | Plain, total | Preconditioned, total | Plain, late stage |
|---|---|---|---|
| 100 | 29.0 | 15.0 | 12.3 |
| 400 | 65.3 | 15.3 | 24.3 |
| 1600 | 149.7 | 16.3 | 48.3 |

For the late stage \(\delta=10^{-6}\), and the limit at 1600 eV is

\[
n\approx\frac{\sqrt{253}}4\ln(4\times10^6)\approx60 ,
\]

against 48 steps taken. With preconditioning \(\kappa_P\) is not large, so the unapproximated condition \(\cosh^2(nu_0)=1/\delta\) is used; it gives a limit of 8.9, and the count is 8.0. A power-law fit over the five cutoffs gives the plain late stage an exponent of 0.49, close to one half.

For these three starts the total plain count has the larger exponent 0.59; the excess comes from the journey before 0.1 eV. On part of that journey the quadratic picture does not apply, and the number of steps depends strongly on the random start. These three starts happen to have very small components along \(\psi_1\), 0.015 to 0.043 before normalization, where order one is typical. At 1600 eV they spend 40 to 87 steps at errors between 7.5 and 0.1 eV, the range that contains the second level, against 18 to 37 steps for three other starts. Ten other starts took about 80 to 110 plain steps at 1600 eV and give a total exponent of 0.51, so the mean of 149.7 in the table is high for this model and shows no systematic departure from one half. The preconditioned total has an exponent of 0.03, a rise of little more than one step, which is too small to separate from the scatter among starts.

A softer start helps less than one might hope. With all initial components above 50 eV set to zero, the mean plain count at 1600 eV falls from 150 to 104 for these three starts, but still grows with exponent 0.50. The size of the fall is uncertain, because random starts differ widely among themselves. Because the potential mixes plane waves, a vector without high plane waves is not a vector without high eigenvectors, so such a start does not remove the upper end of the spectrum from the problem.

At 1600 eV, a single random start gives 21, 16, 28 and 87 steps for \(\tau=1\), 20, 100 and 1000 eV. At \(\tau=10^5\) eV it gives 167, near the plain mean of 150. Three other starts show the same trend from 20 eV upward and need 81, 84 and 68 steps at \(\tau=1000\) eV. The preconditioner works by matching the kinetic part of the curvature, and this match is lost when \(\tau\) is too large.

**Beside a real calculation**

The wells are a model, and \(g\) is the spacing of their two lowest levels, not the gap between the occupied and empty bands of a material. A real cell has many occupied bands, often closely spaced. Seeking the model's fourth band at 400 eV with the lower three locked leaves a gap of 0.09 eV; one start then takes 180 plain steps and 46 preconditioned ones, about three times the lowest-band means. This ratio is only an indication: over eight starts the plain count ran from 180 to about 700 and the preconditioned count from 41 to 67.

Pseudopotentials can also contain nonlocal projectors. Adding one at the origin, of width parameter 0.03 nm and strength 100 eV, raises the lowest level by 6.39 eV and leaves a gap of only 0.003 eV. One start takes 129 plain and 33 preconditioned steps at 400 eV; ten others take about 70 to 240 and 22 to 37. So close a degeneracy is peculiar to the chosen strength: the projector lifts the lowest level almost onto the second, which it does not move. At a strength of 200 eV the lifted level has passed the other and lies 0.36 eV above it, still a much smaller gap than without the projector. The top eigenvalue is practically unchanged, so the projector does not stiffen the plain problem.

Finally, \(V\) was frozen, whereas a self-consistent calculation updates it. At the smallest nonzero \(G\) the Hartree kernel \(e^2/(\epsilon_0G^2a^3)\) is 0.917 eV. For one doubly occupied orbital, second-order perturbation theory bounds the diagonal density response by \(4/g\): two spins, two conjugate terms, and transition strengths summing to at most one. The diagonal element of the screening at this \(G\) is then at most \(1+4(0.917)/6.394=1.57\). This response belongs to the outer self-consistency loop, which preconditioning the eigensolver does not treat. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
cell edge 0.5 nm; well width 0.08 nm
well depths: centre 50.0, sides 40.0 eV
side wells at +/- [0.15, 0.11, 0.06] nm
Fourier terms in V: 81
smallest nonzero kinetic energy 6.016 eV
V min -50.62 eV, V max 0.29 eV
tau 20.0 eV; restart at 0.1 eV, stop at 1e-07 eV error
random starts averaged: 3
Ecut/eV, plane waves, eps1/eV, gap/eV, eps_max/eV
   100    257  -25.51764   6.3930     88.6
   200    799  -25.53774   6.3944    193.7
   400   2301  -25.53777   6.3944    392.6
   800   6403  -25.53777   6.3944    787.2
  1600  18037  -25.53777   6.3944   1588.8
Ecut/eV, kappa, mu2, mu_max, kappa_P, bound on kappa_P
   100    17.9 0.1942 1.1868   6.11  10.40
   200    34.3 0.1937 1.1876   6.13  10.40
   400    65.4 0.1937 1.1876   6.13  10.40
   800   127.1 0.1937 1.1876   6.13  10.40
  1600   252.5 0.1937 1.1876   6.13  10.40
Ecut/eV, steps: plain, preconditioned, plain soft start
   100    29.0   15.0    25.7
   200    44.7   15.3    37.3
   400    65.3   15.3    52.3
   800    98.7   16.3    73.0
  1600   149.7   16.3   103.7
Ecut/eV, late steps: plain, frozen, limit; prec., limit
   100   12.3   11   15.8    7.3    8.9
   200   17.7   15   22.0    7.3    8.9
   400   24.3   21   30.6    7.0    8.9
   800   34.3   28   42.7    8.0    8.9
  1600   48.3   38   60.3    8.0    8.9
exponents in Ecut: kappa 0.953, kappa_P 0.001
exponents, steps: plain 0.588, prec. 0.034
exponents: soft start 0.500, late plain 0.490
steps at 1600 eV (one start) for tau in eV:
  1: 21, 5: 17, 20: 16, 100: 28, 1000: 87, 100000: 167
degree 8, kappa 50: best polynomial 0.20285
  Chebyshev value 0.20285
degree 8, g/L 0.005: drop 0.5754, Markov limit 0.6400
projector: width 0.03 nm, strength 100.0 eV
  at 400 eV: gap 0.003 eV, eps1 shift 6.392 eV
  steps (one start): plain 129, prec. 33
band 4 at 400 eV: gap to band 5 0.0925 eV
  steps (one start): plain 180, prec. 46
Hartree kernel at smallest G 0.917 eV
  bound on its screening factor 1.57
```
